**Lower bound on the kinetic energy density with currents, and gauge invariance of τ − j_p²/(2n)**

In atomic units, with density n = Σf|φ|², paramagnetic current j_p = Σf Im φ\*∇φ, positive kinetic energy density τ = ½Σf|∇φ|² and τ_W = |∇n|²/(8n), the remainder R = τ − τ_W − j_p²/(2n) equals (1/4n)Σ_ab f_a f_b|φ_a∇φ_b − φ_b∇φ_a|² ≥ 0, vanishes for one spatial orbital, and D = τ − j_p²/(2n) is unchanged by φ → e^{−iΛ}φ, A → A + ∇Λ. The program asserts the Lagrange identity and the gauge shifts of n, j_p, τ and D symbolically, the value R = n|∇m̂|²/8 for a spinor with spin direction m̂, and R = n(c²+g²)/(4a) for a correlated Gaussian singlet pair, the latter also against the natural-orbital pair sum. For the silicon atom (M_S = 1, M_L = +1, complex unrestricted Hartree–Fock, cc-pVDZ) it asserts the pointwise identity and R > 0 on a quadrature grid, agreement of analytic and quadrature kinetic energies, convergence on a second grid, the spin-resolved gap formula, equality for the 3p₊₁ orbital singly and doubly occupied, and its failure for the pair φ↑, φ\*↓. With finite differences of phase-multiplied orbitals it asserts the invariance of D and of the mechanical kinetic energy density, the sign of the gauge phase, the change of D under a phase on one spin only, τ_L = τ − ∇²n/4 for the Laplacian form, and the violation of the bound by τ_L at 3 Å. The output gives T = 7859.95 eV as 4979.09 eV (T_W) plus 0.866 eV (current term) plus 2879.99 eV (∫R), and 25.4144 = 15.2866 + 10.1278 eV for the 3p₊₁ orbital. Under Λ = ky with k = 1 Å⁻¹, τ at (1, 0, 0.5) Å goes from 1.8130 to 2.1534 eV/Å³ while D stays at 1.7498 eV/Å³, and T and the current term both rise by 53.340 eV.

## Program and output

```python
# Result under test (atomic units, H = (-i grad + A)^2/2 + ...):
#   n = sum f|phi|^2, jp = sum f Im(phi* grad phi), tau = (1/2) sum f |grad phi|^2,
#   tauW = |grad n|^2/(8n), cur = jp^2/(2n), R = tau - tauW - cur, D = tau - cur.
#   (a) R = (1/4n) sum_ab f_a f_b |phi_a grad phi_b - phi_b grad phi_a|^2 >= 0
#   (b) R = 0 for one spatial orbital; R > 0 for spin textures, correlated pairs
#   (c) D is unchanged by phi -> exp(-i Lam) phi, A -> A + grad Lam
# Example: Si atom, M_S = 1, M_L = +1, complex UHF/cc-pVDZ, orbitals of definite m.
import numpy as np, sympy as sp
from scipy.linalg import eigh
from scipy.constants import physical_constants as pc
from pyscf import gto, scf, dft, lib
lib.num_threads(1)
EV = pc['Hartree energy in eV'][0]
A0 = pc['Bohr radius'][0]*1e10
ED = EV/A0**3                      # hartree/bohr^3 -> eV/A^3
def out(label, v, unit, fmt='.4f'):
    print(f"{label} = {v:{fmt}} {unit}")

# ---------- symbolic: Lagrange identity and gauge shifts ----------
a, b, c_, d = [sp.symbols(s+'0:3', real=True) for s in 'abcd']
f = sp.symbols('f0:3', positive=True)
ph = [a[i]+sp.I*b[i] for i in range(3)]; dp = [c_[i]+sp.I*d[i] for i in range(3)]
ab2 = lambda z: sp.expand(z*sp.conjugate(z))
lhs = sum(f[i]*ab2(ph[i]) for i in range(3))*sum(f[i]*ab2(dp[i]) for i in range(3)) \
    - ab2(sum(f[i]*sp.conjugate(ph[i])*dp[i] for i in range(3)))
rhs = sum(f[i]*f[k]*ab2(ph[i]*dp[k]-ph[k]*dp[i]) for i in range(3) for k in range(3))/2
assert sp.expand(lhs-rhs) == 0
x = sp.symbols('x', real=True)
L = sp.Function('L')(x)
uv = [(sp.Function('u%d' % i)(x), sp.Function('v%d' % i)(x)) for i in range(2)]
def sym_fields(pairs):
    red = lambda e: sp.expand(sp.expand(e).subs(sp.sin(L)**2, 1-sp.cos(L)**2))
    return (red(sum(u**2+v**2 for u, v in pairs)),
            red(sum(u*v.diff(x)-v*u.diff(x) for u, v in pairs)),
            red(sum(u.diff(x)**2+v.diff(x)**2 for u, v in pairs)/2))
n0, j0, t0 = sym_fields(uv)
n1, j1, t1 = sym_fields([(u*sp.cos(L)+v*sp.sin(L), v*sp.cos(L)-u*sp.sin(L)) for u, v in uv])
assert sp.expand(n1-n0) == 0
assert sp.expand(j1-(j0-n0*L.diff(x))) == 0
assert sp.expand(t1-(t0-j0*L.diff(x)+n0*L.diff(x)**2/2)) == 0
assert sp.expand(n0*(t1-t0)-(j1**2-j0**2)/2) == 0

def fields(phi, g):
    """phi (points, orb), g (dim, points, orb); occupations absorbed in phi."""
    n = (abs(phi)**2).sum(1)
    w = (phi.conj()[None]*g).sum(2)
    tau = 0.5*(abs(g)**2).sum((0, 2))
    inv = np.where(n > 1e-200, 1/np.maximum(n, 1e-200), 0.0)
    gn, j = 2*w.real, w.imag
    return dict(n=n, gn=gn, j=j, w=w, tau=tau, inv=inv,
                tw=(gn**2).sum(0)*inv/8, cur=(j**2).sum(0)*inv/2)
rem = lambda F: F['tau']-F['tw']-F['cur']
def pair_sum(phi, g):
    s = np.zeros(len(phi))
    for p in range(phi.shape[1]):
        for q in range(p):
            s += (abs(phi[:, p]*g[:, :, q]-phi[:, q]*g[:, :, p])**2).sum(0)
    return s/(2*np.maximum((abs(phi)**2).sum(1), 1e-200))

# ---------- one electron with a spin texture: R = n |grad m|^2 / 8 ----------
th, az, chi, dens = 1+0.7*x, 0.5*x**2, sp.sin(x), sp.exp(-x**2)
comp = [sp.sqrt(dens)*sp.exp(sp.I*chi)*sp.cos(th/2),
        sp.sqrt(dens)*sp.exp(sp.I*(chi+az))*sp.sin(th/2)]
mh = [sp.sin(th)*sp.cos(az), sp.sin(th)*sp.sin(az), sp.cos(th)]
xs = np.linspace(-2, 2, 21)
F = fields(np.array([sp.lambdify(x, e)(xs) for e in comp]).T,
           np.array([sp.lambdify(x, e.diff(x))(xs) for e in comp]).T[None])
ref = sp.lambdify(x, dens*sum(e.diff(x)**2 for e in mh)/8)(xs)
assert np.allclose(rem(F), ref, rtol=1e-10, atol=1e-13) and ref.min() > 1e-4

# ---------- correlated singlet pair in 1D (lengths in A, energy in hbar^2/m A^2) ----------
def model_pair(aa, cc, gg, q):
    xx = np.arange(-10, 10, 0.1); dx = 0.1
    X1, X2 = np.meshgrid(xx, xx, indexing='ij')
    P = np.exp(-aa*(X1**2+X2**2)/2-(cc-1j*gg)*X1*X2+1j*q*(X1+X2))
    P /= np.sqrt((abs(P)**2).sum())*dx
    kk = 2*np.pi*np.fft.fftfreq(len(xx), dx)
    ddx = lambda M: np.fft.ifft(1j*kk[:, None]*np.fft.fft(M, axis=0), axis=0)
    G = fields(P*np.sqrt(2*dx), ddx(P)[None]*np.sqrt(2*dx))   # integrals over x2
    U, s, _ = np.linalg.svd(P*dx)
    keep = s > 1e-7
    no = U[:, keep]*s[keep]*np.sqrt(2/dx)                     # natural orbitals
    m = abs(xx) < 3
    assert np.allclose((pair_sum(no, ddx(no)[None])*G['inv'])[m], (rem(G)*G['inv'])[m], atol=1e-7)
    assert np.allclose((rem(G)*G['inv'])[m], (cc**2+gg**2)/(4*aa), atol=1e-7)
    return [G[t].sum()*dx for t in ('tau', 'tw', 'cur')], 2*s[:2]**2
model_pair(1.0, 0.0, 0.0, 0.8)
(mT, mW, mC), occ = model_pair(1.0, 0.5, 0.3, 0.8)
H2M = EV*A0**2

# ---------- Si atom ----------
mol = gto.M(atom='Si 0 0 0', basis='cc-pvdz', spin=2, verbose=0)
def grid(nr, nt, nphi=6):
    t = np.linspace(np.log(1e-5), np.log(20.0), nr); r = np.exp(t)
    ct, wt = np.polynomial.legendre.leggauss(nt)
    R, C, Pz = np.meshgrid(r, ct, 2*np.pi*(np.arange(nphi)+0.3)/nphi, indexing='ij')
    S_ = np.sqrt(1-C**2)
    xyz = np.stack([R*S_*np.cos(Pz), R*S_*np.sin(Pz), R*C], -1).reshape(-1, 3)
    w = (R**3*(t[1]-t[0])*wt[None, :, None]*2*np.pi/nphi).ravel()
    return np.ascontiguousarray(xyz), w
xyz, w = grid(240, 20)
ao = dft.numint.eval_ao(mol, xyz, deriv=2)
S, Tm = mol.intor('int1e_ovlp'), mol.intor('int1e_kin')
h = Tm+mol.intor('int1e_nuc'); eri = mol.intor('int2e'); nao = len(S)
rot_grid = (ao[0]*w[:, None]).T @ (xyz[:, [0]]*ao[2]-xyz[:, [1]]*ao[1])
rot = mol.intor('int1e_cg_irxp')[2]
rot = rot*np.sign((rot*rot_grid).sum())    # sign convention fixed by quadrature
assert abs(rot-rot_grid).max() < 1e-6
mval, X = eigh(-1j*rot, S)
assert abs(mval-np.round(mval)).max() < 1e-8
blocks = {m: X[:, np.round(mval) == m] for m in (0, -1, 1)}
fill = [{0: 5, -1: 1, 1: 2}, {0: 4, -1: 1, 1: 1}]
Jm = eri.reshape(nao**2, -1).astype(complex)
Km = eri.transpose(0, 3, 1, 2).reshape(nao**2, -1).astype(complex)
getJ = lambda D: (Jm @ D.ravel()).reshape(nao, nao)
getK = lambda D: (Km @ D.ravel()).reshape(nao, nao)
D0 = np.array(scf.hf.init_guess_by_minao(mol), dtype=complex)
D = [D0/2, D0/2]
for it in range(800):
    J = getJ(D[0]+D[1]); C = []
    for s in range(2):
        Fk = h+J-getK(D[s])
        C.append(np.hstack([B @ eigh(B.conj().T @ Fk @ B)[1][:, :fill[s][m]]
                            for m, B in blocks.items()]))
    Dn = [cs @ cs.conj().T for cs in C]
    err = max(abs(Dn[s]-D[s]).max() for s in range(2))
    D = [D[s]+0.6*(Dn[s]-D[s]) for s in range(2)]
    if err < 1e-10: break
assert err < 1e-8
D = Dn; Dt = D[0]+D[1]
tr = lambda M, N: np.trace(M @ N).real
E = tr(h, Dt)+0.5*tr(getJ(Dt), Dt)-0.5*sum(tr(getK(q), q) for q in D)
Kmo = np.einsum('mi,nj,lj,si,mnls->', C[0].conj(), C[0], C[0].conj(), C[0], eri, optimize=True)
assert abs(Kmo.real-tr(getK(D[0]), D[0])) < 1e-8
T = tr(Tm, Dt); virial = (T-E)/T
assert abs(virial-2) < 2e-3
Call = np.hstack(C); N = Call.shape[1]
phi, g = ao[0] @ Call, ao[1:4] @ Call
F, Fu, Fd = fields(phi, g), fields(phi[:, :8], g[:, :, :8]), fields(phi[:, 8:], g[:, :, 8:])
I = lambda v: float((w*v).sum())
ok = F['n'] > 1e-14
ML = I(xyz[:, 0]*F['j'][1]-xyz[:, 1]*F['j'][0])
assert abs(I(F['n'])-N) < 1e-7 and abs(ML-1) < 1e-7 and abs(I(F['tau'])-T) < 1e-5
Rp = pair_sum(phi, g)
assert (abs(rem(F)-Rp)[ok] < 1e-9*F['tau'][ok]).all() and (rem(F)[ok] > 0).all()
TW, TC, TR = I(F['tw']), I(F['cur']), I(Rp)
assert abs(T-TW-TC-TR) < 1e-5 and TC > 1e-4
x2, w2 = grid(170, 16); a2 = dft.numint.eval_ao(mol, x2, deriv=1)
F2 = fields(a2[0] @ Call, a2[1:4] @ Call)       # grid convergence to 0.01 eV
assert abs((w2*F2['tw']).sum()-TW) < 4e-4 and abs((w2*F2['cur']).sum()-TC) < 1e-5
bs = Fu['tw']+Fu['cur']+Fd['tw']+Fd['cur']
gap = Fu['n']*Fd['n']*F['inv']/2*(abs(Fu['w']*Fu['inv']-Fd['w']*Fd['inv'])**2).sum(0)
assert (abs(bs-F['tw']-F['cur']-gap)[ok] < 1e-9*F['tau'][ok]).all()
assert (F['tau']-bs > -1e-10*F['tau'])[ok].all()
# single 3p(+1) orbital, closed-shell pair in it, and the pair phi(up), phi*(down)
p1, g1 = phi[:, [7]], g[:, :, [7]]
F1 = fields(p1, g1); T1 = (Call[:, 7].conj() @ Tm @ Call[:, 7]).real
C1 = I(F1['n']/(2*(xyz[:, 0]**2+xyz[:, 1]**2)))
assert abs(T1-I(F1['tw'])-I(F1['cur'])) < 1e-7 and abs(C1-I(F1['cur'])) < 1e-8 and C1 > 0.01
Fs = fields(np.hstack([p1, p1]), np.concatenate([g1, g1], 2))
assert abs(2*T1-I(Fs['tw'])-I(Fs['cur'])) < 1e-7
Fc = fields(np.hstack([p1, p1.conj()]), np.concatenate([g1, g1.conj()], 2))
assert I(Fc['cur']) < 1e-12 and abs(2*T1-I(Fc['tw'])-2*C1) < 1e-7
# Laplacian form
lapform = lambda o: -0.5*((o[0] @ Call).conj()*((o[4]+o[7]+o[9]) @ Call)).real.sum(1)
assert abs(I(lapform(ao))-T) < 1e-5
# boost Lam = k y on the whole grid
k = 1.0*A0
e = np.exp(-1j*k*xyz[:, [1]]); gb = g.copy(); gb[1] = gb[1]-1j*k*phi
Fb = fields(e*phi, e[None]*gb)
assert abs(I(Fb['tau'])-T-N*k**2/2) < 1e-5 and abs(I(Fb['cur'])-TC-N*k**2/2) < 1e-6

# finite differences of phase-multiplied orbitals (step 2e-4 bohr, error ~1e-6)
def fd(pts, lam, mask=np.ones(N)):
    hh = 2e-4
    orb = lambda p: (dft.numint.eval_ao(mol, np.ascontiguousarray(p)) @ Call) \
        * np.exp(-1j*lam(p)[:, None]*mask[None])
    de = lambda o: (abs(o)**2).sum(1)
    p0 = orb(pts); pl = [orb(pts+hh*u) for u in np.eye(3)]; mi = [orb(pts-hh*u) for u in np.eye(3)]
    gg = np.array([(p-m)/(2*hh) for p, m in zip(pl, mi)])
    G = fields(p0, gg); G['phi'], G['g'] = p0, gg
    G['gnfd'] = np.array([(de(p)-de(m))/(2*hh) for p, m in zip(pl, mi)])
    G['lap'] = sum(de(p)+de(m)-2*de(p0) for p, m in zip(pl, mi))/hh**2
    G['D'] = G['tau']-G['cur']
    return G
rng = np.random.default_rng(1); u = rng.normal(size=(40, 3))
pts = u/np.linalg.norm(u, axis=1)[:, None]*rng.uniform(0.8, 4.5, (40, 1))
zero = lambda p: 0*p[:, 0]
lam = lambda p: 0.4*p[:, 1]+0.2*p[:, 0]*p[:, 2]+0.3*np.sin(p[:, 0])
gl = np.array([0.2*pts[:, 2]+0.3*np.cos(pts[:, 0]), 0.4+0*pts[:, 0], 0.2*pts[:, 0]])
G0, G1 = fd(pts, zero), fd(pts, lam); sc = G0['tau']+G1['tau']
close = lambda p, q: (abs(p-q) < 1e-5*sc).all()
assert close((G0['gnfd']**2).sum(0)/(8*G0['n']), G0['tw'])
assert close(G1['tau'], G0['tau']-(G0['j']*gl).sum(0)+G0['n']*(gl**2).sum(0)/2)
assert (abs(G1['j']-G0['j']+G0['n']*gl) < 1e-5*np.sqrt(G0['n']*sc)).all()
assert close(G1['D'], G0['D']) and (abs(G1['tau']-G0['tau'])/sc).max() > 0.1
Avec = 0.5*np.cross([0.02, -0.03, 0.10], pts).T
mech = lambda G, A: 0.5*(abs(-1j*G['g']+A[:, :, None]*G['phi'][None])**2).sum((0, 2))
assert close(mech(G0, Avec), mech(G1, Avec+gl)) and not close(mech(G0, Avec), mech(G1, Avec-gl))
assert close(mech(G0, Avec), G0['D']+((G0['j']+G0['n']*Avec)**2).sum(0)/(2*G0['n']))
upmask = (np.arange(N) < 8)*1.0
assert (abs(fd(pts, lam, upmask)['D']-G0['D'])/sc).max() > 1e-2
assert close(lapform(dft.numint.eval_ao(mol, pts, deriv=2)), G0['tau']-G0['lap']/4)
P = np.array([[1.0, 0.0, 0.5]])/A0; Q = np.array([[3.0, 0.0, 0.0]])/A0
ky = lambda p: k*p[:, 1]
a0_, a1_, au_ = fd(P, zero), fd(P, ky), fd(P, ky, upmask)
assert abs(a0_['D'][0]-a1_['D'][0]) < 1e-5*a1_['tau'][0]
GQ = fd(Q, zero); tL = lapform(dft.numint.eval_ao(mol, Q, deriv=2))[0]
assert tL < GQ['tw'][0]+GQ['cur'][0] < GQ['tau'][0]

out('hartree', EV, 'eV', '.6f'); out('bohr', A0, 'A', '.6f'); out('hbar^2/m', H2M, 'eV A^2', '.5f')
print('-- Si atom, complex UHF/cc-pVDZ, M_S=1')
out('electrons', I(F['n']), '', '.6f'); out('M_L = int (r x jp)_z', ML, 'hbar', '.6f')
out('E total', E*EV, 'eV', '.2f'); out('virial -V/T', virial, '', '.5f')
print(f"T analytic = {T*EV:.2f} eV ({T:.4f} hartree)")
out('T quadrature', I(F['tau'])*EV, 'eV', '.2f'); out('T_W', TW*EV, 'eV', '.2f')
print(f"int jp^2/2n = {TC*EV:.4f} eV ({TC:.6f} hartree)")
out('bound T_W + current', (TW+TC)*EV, 'eV', '.2f'); out('int R (pair sum)', TR*EV, 'eV', '.2f')
out('spin-resolved T_W', I(Fu['tw']+Fd['tw'])*EV, 'eV', '.2f')
out('spin-resolved current term', I(Fu['cur']+Fd['cur'])*EV, 'eV')
out('spin-resolved bound', I(bs)*EV, 'eV', '.2f')
print('-- 3p(+1) orbital alone')
out('T analytic', T1*EV, 'eV'); out('T_W', I(F1['tw'])*EV, 'eV')
out('int jp^2/2n', I(F1['cur'])*EV, 'eV'); out('int n/(2 rho^2)', C1*EV, 'eV')
out('pair phi up, phi* down: int R', I(rem(Fc))*EV, 'eV')
print('-- point (1, 0, 0.5) A; gauge Lam = k y')
out('k', k/A0, '1/A', '.2f'); out('n', a0_['n'][0]/A0**3, '1/A^3', '.5f')
out('|grad n|', np.linalg.norm(a0_['gn'][:, 0])/A0**4, '1/A^4', '.5f')
out('m jp_y/hbar', a0_['j'][1, 0]/A0**4, '1/A^4', '.5f')
out('tau', a0_['tau'][0]*ED, 'eV/A^3'); out('tauW', a0_['tw'][0]*ED, 'eV/A^3')
out('jp^2/2n', a0_['cur'][0]*ED, 'eV/A^3'); out('R', rem(a0_)[0]*ED, 'eV/A^3')
out('D', a0_['D'][0]*ED, 'eV/A^3')
out('shift -jp.k', -a0_['j'][1, 0]*k*ED, 'eV/A^3'); out('shift n k^2/2', a0_['n'][0]*k*k/2*ED, 'eV/A^3')
out("m jp'_y/hbar", a1_['j'][1, 0]/A0**4, '1/A^4', '.5f')
out("tau'", a1_['tau'][0]*ED, 'eV/A^3'); out("jp'^2/2n", a1_['cur'][0]*ED, 'eV/A^3')
out("D'", a1_['D'][0]*ED, 'eV/A^3'); out('D, phase on spin up only', au_['D'][0]*ED, 'eV/A^3')
out('N k^2/2', N*k*k/2*EV, 'eV', '.3f'); out("T' - T", (I(Fb['tau'])-I(F['tau']))*EV, 'eV', '.3f')
out("int jp'^2/2n", I(Fb['cur'])*EV, 'eV', '.3f')
out('int D', I(F['tau']-F['cur'])*EV, 'eV', '.2f'); out("int D'", I(Fb['tau']-Fb['cur'])*EV, 'eV', '.2f')
print('-- point (3, 0, 0) A')
out('tau', GQ['tau'][0]*ED, 'eV/A^3', '.4e'); out('bound', (GQ['tw'][0]+GQ['cur'][0])*ED, 'eV/A^3', '.4e')
out('tau_L', tL*ED, 'eV/A^3', '.4e')
print('-- model pair: a=1, c=0.5, g=0.3 1/A^2, q=0.8 1/A')
out('T', mT*H2M, 'eV'); out('T_W', mW*H2M, 'eV'); out('int jp^2/2n', mC*H2M, 'eV')
out('int R', (mT-mW-mC)*H2M, 'eV'); out('2 (c^2+g^2)/(4a)', 2*(0.5**2+0.3**2)/4*H2M, 'eV')
print(f"two largest natural occupations = {occ[0]:.4f}, {occ[1]:.4f}")
print('verified')
```

Printed output:

```
hartree = 27.211386 eV
bohr = 0.529177 A
hbar^2/m = 7.61996 eV A^2
-- Si atom, complex UHF/cc-pVDZ, M_S=1
electrons = 14.000000 
M_L = int (r x jp)_z = 1.000000 hbar
E total = -7859.94 eV
virial -V/T = 2.00000 
T analytic = 7859.95 eV (288.8477 hartree)
T quadrature = 7859.95 eV
T_W = 4979.09 eV
int jp^2/2n = 0.8660 eV (0.031824 hartree)
bound T_W + current = 4979.96 eV
int R (pair sum) = 2879.99 eV
spin-resolved T_W = 4980.84 eV
spin-resolved current term = 1.2390 eV
spin-resolved bound = 4982.08 eV
-- 3p(+1) orbital alone
T analytic = 25.4144 eV
T_W = 15.2866 eV
int jp^2/2n = 10.1278 eV
int n/(2 rho^2) = 10.1278 eV
pair phi up, phi* down: int R = 20.2555 eV
-- point (1, 0, 0.5) A; gauge Lam = k y
k = 1.00 1/A
n = 0.20644 1/A^3
|grad n| = 0.47841 1/A^4
m jp_y/hbar = 0.05855 1/A^4
tau = 1.8130 eV/A^3
tauW = 1.0560 eV/A^3
jp^2/2n = 0.0633 eV/A^3
R = 0.6937 eV/A^3
D = 1.7498 eV/A^3
shift -jp.k = -0.4461 eV/A^3
shift n k^2/2 = 0.7865 eV/A^3
m jp'_y/hbar = -0.14789 1/A^4
tau' = 2.1534 eV/A^3
jp'^2/2n = 0.4036 eV/A^3
D' = 1.7498 eV/A^3
D, phase on spin up only = 1.7818 eV/A^3
N k^2/2 = 53.340 eV
T' - T = 53.340 eV
int jp'^2/2n = 54.206 eV
int D = 7859.08 eV
int D' = 7859.08 eV
-- point (3, 0, 0) A
tau = 9.3214e-03 eV/A^3
bound = 8.6244e-03 eV/A^3
tau_L = -2.6337e-03 eV/A^3
-- model pair: a=1, c=0.5, g=0.3 1/A^2, q=0.8 1/A
T = 9.1440 eV
T_W = 2.8575 eV
int jp^2/2n = 4.9911 eV
int R = 1.2954 eV
2 (c^2+g^2)/(4a) = 1.2954 eV
two largest natural occupations = 1.8136, 0.1690
verified
```
